# Nuclear-Spin-Dependent Parity Mixing of s1/2 and p1/2 and the Anapole Moment: verification in Python

```python
"""Nuclear-spin-dependent parity violation between s1/2 and p1/2.

Result under test (atomic units, a = 1/c the fine-structure constant):
  H = (G_F/sqrt2)(kappa/I) alpha.I rho(r)
  <s,F|H|p,F> = i (G_F/sqrt2)(kappa/I) [F(F+1)-I(I+1)-3/4]
                * a Z^2 Rel / (2 pi (nu_s nu_p)^1.5)
  Rel = 4 (2ZR)^(2g-2)/Gamma(2g+1)^2 * (1+g)/2 * q^2 * D,  g = sqrt(1-(Za)^2)
q is the finite-nucleus matching factor, D the density average of u^2-w^2/3,
R the radius of a uniform nucleus, nu effective principal quantum numbers.
The normalization is semiclassical and needs smooth core screening.
The anapole part of kappa is K kappa_a/(I+1), with kappa_a growing as A^(2/3).
Spinors are (P Omega_k, i Q Omega_-k)/r; k=-1 is s1/2 and k=+1 is p1/2.
"""
import numpy as np
import sympy as sp
from math import factorial
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import gamma, jv, lpmv

C0 = 1 / const.fine_structure
BOHR = const.value('Bohr radius')
HARTREE = const.value('Hartree energy')
R0_FM = 1.2
STEP = 0.005
N_IN = 800


# ---------- spin-angular functions by quadrature ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(24)
phi_nodes = np.arange(32) * 2 * np.pi / 32
COS, PHI = np.meshgrid(cos_nodes, phi_nodes, indexing='ij')
SOLID = cos_weights[:, None] * np.ones_like(PHI) * 2 * np.pi / 32
SIN = np.sqrt(1 - COS**2)
NX, NY = SIN * np.cos(PHI), SIN * np.sin(PHI)


def harmonic(l, m):
    if abs(m) > l:
        return np.zeros_like(PHI, dtype=complex)
    n = abs(m)
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l-n) / factorial(l+n))
    y = norm * lpmv(n, l, COS) * np.exp(1j * n * PHI)
    return y if m >= 0 else (-1)**n * y.conj()


def spin_angular(k, m):
    l = k if k > 0 else -k - 1
    plus = np.sqrt((l + m + 0.5) / (2*l + 1))
    minus = np.sqrt((l - m + 0.5) / (2*l + 1))
    up, down = (plus, minus) if k < 0 else (-minus, plus)
    return (up * harmonic(l, round(m - 0.5)),
            down * harmonic(l, round(m + 0.5)))


def sigma_z_mean(k):
    up, down = spin_angular(k, 0.5)
    return np.sum(SOLID * (abs(up)**2 - abs(down)**2))


sz_s, sz_p = sigma_z_mean(-1), sigma_z_mean(1)
assert abs(sz_s - 1) < 1e-10 and abs(sz_p + 1/3) < 1e-10

# n x sigma between opposite-parity partners fixes the nuclear factor K
for k in (-1, 1, -2, 2, -4, 4):
    spin = abs(k) - 0.5
    l = k if k > 0 else -k - 1
    bra, ket = spin_angular(k, 0.5), spin_angular(-k, 0.5)
    cross_up = (-1j * NX - NY) * ket[1]
    cross_down = (1j * NX - NY) * ket[0]
    element = np.sum(SOLID * (bra[0].conj()*cross_up
                              + bra[1].conj()*cross_down))
    K = (spin + 0.5) * (-1)**round(spin + 0.5 - l)
    assert abs(2*(1j*element).real - 2*K*0.5/(spin*(spin+1))) < 1e-9


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j*(j+1) - m[1:]*(m[1:] + 1)), 1)
    return ((raising + raising.T)/2, (raising - raising.T)/2j, np.diag(m))


I_NUC, L_NUC = 3.5, 4
sigma_dot_I = sum(np.kron(2*s, i) for s, i in
                  zip(spin_matrices(0.5), spin_matrices(I_NUC)))
eigenvalues = np.linalg.eigvalsh(sigma_dot_I)
bracket = {F: F*(F+1) - I_NUC*(I_NUC+1) - 0.75 for F in (3, 4)}
expected = np.sort(np.concatenate([np.full(2*F+1, bracket[F])
                                   for F in (3, 4)]))
assert np.allclose(eigenvalues, expected)


# ---------- analytic relativistic factor ----------
def relativistic_factor(Z, c, R):
    za = Z / c
    g = np.sqrt(1 - za**2)
    v0, v2 = 1.5*za, -0.5*za
    a, b = [1.0], [v0/3]
    for n in range(1, 30):
        older = b[n-2] if n > 1 else 0.0
        a.append(-(v0*b[n-1] + v2*older) / (2*n))
        b.append((v0*a[n] + v2*a[n-1]) / (2*n + 3))
    t, wt = np.polynomial.legendre.leggauss(30)
    s, wt = (t + 1)/2, wt/2
    u = s * np.polynomial.polynomial.polyval(s**2, a)
    w = s**2 * np.polynomial.polynomial.polyval(s**2, b)
    u1, w1 = sum(a), sum(b)
    q = 2*g / (1 + g - za*w1/u1)
    D = 3*np.sum(wt*(u**2 - w**2/3)) / u1**2
    D_scalar = 3*np.sum(wt*(u**2 + w**2)) / u1**2
    bulk = 4*(2*Z*R)**(2*g - 2) / gamma(2*g + 1)**2
    return dict(g=g, tau=w1/u1, q=q, D=D, bulk=bulk, ratio=D/D_scalar,
                S=(1+g)/2*q**2*D, rel=bulk*(1+g)/2*q**2*D)


# ---------- numerical Dirac solver on a logarithmic grid ----------
def screening(r, Z, kind):
    """Fraction of the core charge Z-1 still unscreened at radius r."""
    x = r * Z**(1/3) / 0.8853
    if kind == 'smooth':
        return 1/(1 + 0.536*x)**2
    return 0.1*np.exp(-6*x) + 0.55*np.exp(-1.2*x) + 0.35*np.exp(-0.3*x)


def potential(r, Z, R, kind):
    v = np.where(r < R, -Z/(2*R)*(3 - (r/R)**2), -Z/r)
    if kind != 'none':
        v = v + (Z - 1)*(1 - screening(r, Z, kind))/r
    return v


def rk4(k, energy, r, v, c, p, q, h):
    a = (r*(2*c + (energy - v)/c)).tolist()
    b = (r*(energy - v)/c).tolist()
    ps, qs = [p], [q]
    for i in range(0, len(a) - 2, 2):
        a1, b1 = a[i+1], b[i+1]
        p1, q1 = -k*p + a[i]*q, k*q - b[i]*p
        x, y = p + h/2*p1, q + h/2*q1
        p2, q2 = -k*x + a1*y, k*y - b1*x
        x, y = p + h/2*p2, q + h/2*q2
        p3, q3 = -k*x + a1*y, k*y - b1*x
        x, y = p + h*p3, q + h*q3
        p4, q4 = -k*x + a[i+2]*y, k*y - b[i+2]*x
        p += h/6*(p1 + 2*p2 + 2*p3 + p4)
        q += h/6*(q1 + 2*q2 + 2*q3 + q4)
        ps.append(p)
        qs.append(q)
    return r[::2], np.array(ps), np.array(qs)


def outward(k, energy, Z, c, R, kind):
    n_out = int(np.log(10/R)/STEP)
    r = R*np.exp((np.arange(2*(N_IN + n_out) + 1)/2 - N_IN)*STEP)
    v0 = 1.5*Z/(c*R)
    start = r[0]
    if k < 0:
        p, q = start, -v0*start**2/3
    else:
        p, q = (v0 + 2*c)*start**2/3, start
    return rk4(k, energy, r, potential(r, Z, R, kind), c, p, q, STEP)


def inward(k, nu, r_match, Z, c, R, kind):
    r = r_match*np.exp(np.arange(1200, -1, -1)/2*STEP)
    return rk4(k, -0.5/nu**2, r, potential(r, Z, R, kind), c,
               1e-30, -1e-30/(2*c*nu), -STEP)


def valence_state(k, Z, c, R, kind):
    def both(nu):
        out = outward(k, -0.5/nu**2, Z, c, R, kind)
        return out, inward(k, nu, out[0][-1], Z, c, R, kind)

    def wronskian(nu):
        (_, po, qo), (_, pi, qi) = both(nu)
        return po[-1]*qi[-1] - qo[-1]*pi[-1]

    trial = np.linspace(2.6, 6.4, 14)
    values = [wronskian(nu) for nu in trial]
    levels = [brentq(wronskian, trial[i], trial[i+1], xtol=1e-9)
              for i in range(len(trial) - 1) if values[i]*values[i+1] < 0]
    nu, spacing = levels[1], (levels[2] - levels[0])/2
    (ro, po, qo), (ri, pi, qi) = both(nu)
    w = (2*c)**2
    scale = ((po[-1]*pi[-1] + w*qo[-1]*qi[-1])
             / (pi[-1]**2 + w*qi[-1]**2))
    norm = simpson((po**2 + qo**2)*ro, dx=STEP)
    norm += scale**2*simpson(((pi**2 + qi**2)*ri)[::-1], dx=STEP)
    return ro, po/np.sqrt(norm), qo/np.sqrt(norm), nu, spacing


def density_integral(s, p, R, weight):
    n = N_IN + 1
    f = (s[1][:n]*p[2][:n] + weight*s[2][:n]*p[1][:n])*s[0][:n]
    return 3/(4*np.pi*R**3)*simpson(f, dx=STEP)


# ---------- threshold Coulomb test of matching and nuclear interior ----------
Z_EX, A_EX = 75, 185
R_FM = R0_FM*A_EX**(1/3)
R_EX = R_FM*1e-15/BOHR
parts = relativistic_factor(Z_EX, C0, R_EX)
threshold = {}
for k in (-1, 1):
    r, p, q = outward(k, 0.0, Z_EX, C0, R_EX, 'none')
    x, g = np.sqrt(8*Z_EX*r), parts['g']
    regular = k*((k + g)*jv(2*g, x) - x/2*jv(2*g - 1, x))/np.sqrt(Z_EX)
    window = (r > 0.02) & (r < 0.5)
    amplitude = (np.sum((p*regular*r)[window])
                 / np.sum((regular**2*r)[window]))
    threshold[k] = (r, p/amplitude, q/amplitude)
sd = density_integral(threshold[-1], threshold[1], R_EX, 1/3)
si = density_integral(threshold[-1], threshold[1], R_EX, -1)
rel_threshold = sd*2*np.pi*C0/Z_EX**2
# neglected mass terms near the nucleus are of relative order 2ZR
assert abs(rel_threshold/parts['rel'] - 1) < 2*(2*Z_EX*R_EX)
assert abs(sd/si - parts['ratio']) < 5e-3
point_ratio = (2*parts['g'] + 1)/3
weak_limit = relativistic_factor(0.01, C0, R_EX)['rel']
assert abs(weak_limit - 1) < 1e-4


# ---------- screened valence states: Z^2 law and normalization ----------
def screened_case(Z, c, R, kind):
    s = valence_state(-1, Z, c, R, kind)
    p = valence_state(1, Z, c, R, kind)
    raw = density_integral(s, p, R, 1/3)
    reduced = raw*(s[3]*p[3])**1.5/np.sqrt(s[4]*p[4])*c*2*np.pi
    return reduced, s[3], p[3], s[4], p[4]


def smallest_outer_phase(Z, kind):
    """Smallest local wavenumber times radius outside the core, E=0."""
    r = np.linspace(0.5, 20, 4000)
    return np.sqrt(np.min(2*r*(1 + (Z - 1)*screening(r, Z, kind))))


R_40 = R0_FM*90**(1/3)*1e-15/BOHR
rel_40 = relativistic_factor(40, C0, R_40)['rel']
systems = {40: (C0, R_40, rel_40), Z_EX: (C0, R_EX, parts['rel']),
           8*Z_EX: (8*C0, R_EX/8, parts['rel'])}
cases, errors, phases = {}, {}, {}
for kind in ('smooth', 'exponential'):
    for Z, (c, R, rel) in systems.items():
        cases[kind, Z] = screened_case(Z, c, R, kind)
        errors[kind, Z] = cases[kind, Z][0]/(Z**2*rel)
        phases[kind, Z] = smallest_outer_phase(Z, kind)
z_power = np.log(cases['smooth', 600][0]/cases['smooth', 75][0])/np.log(8)
# the analytic normalization is semiclassical, hence the wide margins
for kind in ('smooth', 'exponential'):
    assert abs(errors[kind, 40] - 1) < 0.25
    assert abs(errors[kind, 75] - 1) < 0.20
assert abs(errors['smooth', 600] - 1) < 0.15
assert abs(z_power - 2) < 0.10
# exponential screening loses its semiclassical character as Z grows
assert phases['smooth', 600] > phases['smooth', 75]
assert phases['exponential', 600] < phases['exponential', 75]
assert (abs(errors['exponential', 600] - 1)
        > abs(errors['smooth', 600] - 1))

# ---------- contact vector potential of a toroidal current ----------
X, Y, W = sp.symbols('x y z', real=True)
blob = sp.exp(-X**2 - Y**2 - W**2)
current = -(sp.diff(blob, X, 2) + sp.diff(blob, Y, 2))/blob
current = sp.lambdify((X, Y, W), sp.simplify(current), 'numpy')
t, wt = np.polynomial.hermite.hermgauss(8)
gx, gy, gz = np.meshgrid(t, t, t, indexing='ij')
w3 = wt[:, None, None]*wt[None, :, None]*wt[None, None, :]/np.pi**1.5
moment = -np.pi*np.sum(w3*(gx**2 + gy**2 + gz**2)*current(gx, gy, gz))
assert abs(moment - 4*np.pi) < 1e-9

# ---------- nucleon in a Woods-Saxon well (fm, MeV) ----------
KINETIC = const.hbar**2/(2*const.m_p)/const.e*1e24
DR = 0.15
rn = DR*np.arange(1, 201)


def well_shape(A):
    return 1/(1 + np.exp((rn - R0_FM*A**(1/3))/0.65))


def diagonal(A, l):
    return 2*KINETIC/DR**2 + KINETIC*l*(l+1)/rn**2 - 50*well_shape(A)


off = np.full(len(rn) - 1, -KINETIC/DR**2)


def mean_square_radius(A):
    total = weight = 0.0
    for l in range(40):
        e, v = eigh_tridiagonal(diagonal(A, l), off)
        if e[0] > -4:
            break
        chosen = (e > -20) & (e < -4)
        total += (2*l + 1)*np.sum(v[:, chosen]**2*rn[:, None]**2)
        weight += (2*l + 1)*np.sum(chosen)
    return total/weight


def size_power(masses):
    radii = [mean_square_radius(A) for A in masses]
    return np.polyfit(np.log(masses), np.log(radii), 1)[0]


power_real = size_power(np.arange(60, 201, 20))
power_large = size_power(np.array([500, 700, 1000, 1400, 2000, 2800, 4000]))
# diffuseness and shell structure disturb the leading power law
assert abs(power_large - 2/3) < 0.10
assert abs(power_real - 2/3) < 0.25

# weak perturbation solved directly, unit rotation angle per length
energy, vectors = eigh_tridiagonal(diagonal(A_EX, L_NUC), off)
u = vectors[:, 0]
padded = np.concatenate([[0], u, [0]])
du = (padded[2:] - padded[:-2])/(2*DR)
band = np.zeros((3, len(rn)))
band[0, 1:] = band[2, :-1] = off
band[1] = diagonal(A_EX, L_NUC - 1) - energy[0]


def anapole_integral(profile):
    source = -2*KINETIC*(profile*(du + L_NUC*u/rn)
                         + np.gradient(profile, DR)*u/2)
    return np.sum(rn*u*solve_banded((1, 1), band, source))


uniform = anapole_integral(np.ones_like(rn))
r2_orbit = np.sum(rn**2*u**2)
assert abs(uniform/r2_orbit - 1) < 1e-4
diffuse_ratio = anapole_integral(well_shape(A_EX))/uniform

# ---------- worked example ----------
G_COUPLING, NU_S, NU_P = 4.0, 2.0, 2.5
mu_p = const.value('proton mag. mom. to nuclear magneton ratio')
compton_fm = const.hbar/(const.m_p*const.c)*1e15
kappa_unit = 0.9*G_COUPLING*mu_p*compton_fm/R0_FM/C0
kappa_a = kappa_unit*A_EX**(2/3)
K = (I_NUC + 0.5)*(-1)**round(I_NUC + 0.5 - L_NUC)
kappa = K*kappa_a/(I_NUC + 1)
gev = const.e*1e9
G_F = (const.value('Fermi coupling constant')*(const.hbar*const.c/gev)**3
       * gev/HARTREE/BOHR**3)
radial = Z_EX**2*parts['rel']/(2*np.pi*C0*(NU_S*NU_P)**1.5)


def show(label, value, unit='', digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print(f"model: Z={Z_EX}, A={A_EX}, I={I_NUC}, l={L_NUC}, K={K:.0f}")
print(f"chosen: g={G_COUPLING}, nu_s={NU_S}, nu_p={NU_P}, r0={R0_FM} fm")
show("sigma_z mean, s1/2 upper angular part", sz_s)
show("sigma_z mean, p1/2 upper angular part", sz_p)
show("nuclear radius R", R_FM, "fm")
show("nuclear radius R", R_EX, "bohr")
show("Z times fine-structure constant", Z_EX/C0)
show("gamma", parts['g'])
show("2ZR", 2*Z_EX*R_EX)
show("tau = w(R)/u(R)", parts['tau'])
show("matching factor q", parts['q'])
show("density average D", parts['D'])
show("power-law part of Rel", parts['bulk'])
show("finite-nucleus part (1+gamma)/2 q^2 D", parts['S'])
show("point-amplitude value (2 gamma+1)/3", point_ratio)
show("relativistic factor Rel", parts['rel'])
show("Rel from threshold Dirac integration", rel_threshold)
show("spin-dep/spin-indep ratio, analytic", parts['ratio'])
show("spin-dep/spin-indep ratio, Dirac", sd/si)
show("Rel at Z=40, A=90", rel_40)
print("Z=600 is a scaled model with Za and ZR as at Z=75")
for Z in systems:
    case = cases['smooth', Z]
    print(f"smooth Z={Z}: nu_s={case[1]:.4f}, nu_p={case[2]:.4f}, "
          f"dnu/dn s={case[3]:.4f}, p={case[4]:.4f}")
for kind, Z in errors:
    print(f"{kind} Z={Z}: Dirac/formula={errors[kind, Z]:.4f}, "
          f"smallest outer p*r={phases[kind, Z]:.3f}")
show("power of Z at fixed Za, ZR, smooth", z_power, digits=4)
show("power of A in <r^2>, A=60-200", power_real, digits=3)
show("power of A in <r^2>, A=500-4000", power_large, digits=3)
show("solved anapole integral / <r^2>, constant density", uniform/r2_orbit)
show("lowest l=4 orbit, diffuse/constant density", diffuse_ratio, digits=3)
show("proton magnetic moment", mu_p, "nuclear magnetons")
show("reduced proton Compton wavelength", compton_fm, "fm")
show("kappa_a / A^(2/3)", kappa_unit)
show("kappa_a", kappa_a)
show("kappa", kappa)
show("G_F", G_F, "a.u.")
show("radial density integral", radial, "a.u.")
for F in (3, 4):
    value = G_F/np.sqrt(2)*kappa/I_NUC*bracket[F]*radial
    show(f"F={F} angular bracket", bracket[F])
    show(f"F={F} matrix element / i", value, "a.u.", 4)
    show(f"F={F} matrix element / (i h)", value*HARTREE/const.h, "Hz", 4)
print("every check passed")
```

Printed output:

```
model: Z=75, A=185, I=3.5, l=4, K=4
chosen: g=4.0, nu_s=2.0, nu_p=2.5, r0=1.2 fm
sigma_z mean, s1/2 upper angular part: 1
sigma_z mean, p1/2 upper angular part: -0.33333
nuclear radius R: 6.8376 fm
nuclear radius R: 0.00012921 bohr
Z times fine-structure constant: 0.5473
gamma: 0.83694
2ZR: 0.019382
tau = w(R)/u(R): 0.22623
matching factor q: 0.97709
density average D: 1.0512
power-law part of Rel: 6.3221
finite-nucleus part (1+gamma)/2 q^2 D: 0.92174
point-amplitude value (2 gamma+1)/3: 0.89129
relativistic factor Rel: 5.8273
Rel from threshold Dirac integration: 5.7049
spin-dep/spin-indep ratio, analytic: 0.95591
spin-dep/spin-indep ratio, Dirac: 0.9537
Rel at Z=40, A=90: 1.7491
Z=600 is a scaled model with Za and ZR as at Z=75
smooth Z=40: nu_s=4.3477, nu_p=3.7646, dnu/dn s=1.0148, p=1.0338
smooth Z=75: nu_s=3.9472, nu_p=4.3740, dnu/dn s=1.0230, p=1.0252
smooth Z=600: nu_s=3.7917, nu_p=4.1631, dnu/dn s=1.0408, p=1.0456
smooth Z=40: Dirac/formula=0.8833, smallest outer p*r=3.144
smooth Z=75: Dirac/formula=0.9006, smallest outer p*r=3.433
smooth Z=600: Dirac/formula=0.9565, smallest outer p*r=4.286
exponential Z=40: Dirac/formula=0.8991, smallest outer p*r=2.920
exponential Z=75: Dirac/formula=0.9024, smallest outer p*r=2.848
exponential Z=600: Dirac/formula=0.8418, smallest outer p*r=2.414
power of Z at fixed Za, ZR, smooth: 2.029
power of A in <r^2>, A=60-200: 0.547
power of A in <r^2>, A=500-4000: 0.65
solved anapole integral / <r^2>, constant density: 1
lowest l=4 orbit, diffuse/constant density: 0.918
proton magnetic moment: 2.7928 nuclear magnetons
reduced proton Compton wavelength: 0.21031 fm
kappa_a / A^(2/3): 0.012859
kappa_a: 0.41748
kappa: 0.3711
G_F: 2.2225e-14 a.u.
radial density integral: 3.405 a.u.
F=3 angular bracket: -4.5
F=3 matrix element / i: -2.553e-14 a.u.
F=3 matrix element / (i h): -168 Hz
F=4 angular bracket: 3.5
F=4 matrix element / i: 1.986e-14 a.u.
F=4 matrix element / (i h): 130.7 Hz
every check passed
```
